# The g tensor of a Kramers doublet and its undetermined signs: verification in Python

```python
"""
Result under test: for a Kramers doublet with 2x2 Zeeman matrices Z_k
(k = x, y, z; Zeeman energy mu_B * sum_k B_k Z_k, Z_k = 1/2 sum_a g_ka sigma_a)
    G = g g^T,  G_kl = 2 Tr(Z_k Z_l)   gives axes and magnitudes |g_i|,
    det g = 4 Im Tr(Z_x Z_y Z_z)       gives the one physical sign G has lost.
Example: low-spin d5 ion, independent electrons, energies in cm^-1.
delta raises xy, +-eps shifts xz / yz, tau couples xy with xz,
zeta is the spin-orbit constant, ten_dq the octahedral splitting.
W+-: strengths |<upper|Z_1 +- i Z_2|lower>|^2 for circular polarization.
"""
from itertools import combinations
import numpy as np
from scipy.constants import physical_constants, h, c
from scipy.linalg import expm
from scipy.optimize import brentq

g_e = -physical_constants["electron g factor"][0]
mu_b = physical_constants["Bohr magneton"][0] / (h * c) / 100.0
ten_dq, zeta, eps, tau = 30000.0, 1000.0, 100.0, 200.0
rng = np.random.default_rng(4)

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])

# Orbital angular momentum for l = 2, basis m = -2..2
m_val = np.arange(-2, 3)
raising = np.zeros((5, 5), complex)
for i in range(4):
    raising[i + 1, i] = np.sqrt(6 - m_val[i] * (m_val[i] + 1))
lowering = raising.conj().T
L = np.array([(raising + lowering) / 2, (raising - lowering) / 2j,
              np.diag(m_val)])

# Real d orbitals as columns: xy, xz, yz, x2-y2, z2
r = 1 / np.sqrt(2)
real_d = np.array([[1j * r, 0, 0, -1j * r * 0, -1j * r],
                   [0, r, 0, -r, 0],
                   [0, 1j * r, 0, 1j * r, 0],
                   [r, 0, 0, 0, r],
                   [0, 0, 1, 0, 0]]).T

L_so = np.array([np.kron(a, np.eye(2)) for a in L])
S_so = np.array([np.kron(np.eye(5), s / 2) for s in sigma])
moment = L_so + g_e * S_so
spin_orbit = sum(L_so[k] @ S_so[k] for k in range(3))


def hamiltonian(t2g):
    field = np.diag([-0.4, -0.4, -0.4, 0.6, 0.6]) * ten_dq
    field[:3, :3] += t2g
    orbital = real_d @ field @ real_d.conj().T
    return np.kron(orbital, np.eye(2)) + zeta * spin_orbit


def distortion(delta):
    return np.array([[delta, tau, 0], [tau, eps, 0], [0, 0, -eps]])


def project(ops, vecs):
    return np.array([vecs.conj().T @ a @ vecs for a in ops])


def open_pair(t2g):
    """Zeeman matrices of the third Kramers pair, in the basis where
    Z_z is diagonal (upper value first) and (Z_x)_12 is positive."""
    vecs = np.linalg.eigh(hamiltonian(t2g))[1][:, 4:6]
    Z = project(moment, vecs)
    U = np.linalg.eigh(Z[2])[1][:, ::-1].copy()
    z12 = project(Z, U)[0, 0, 1]
    U[:, 1] *= np.exp(-1j * np.angle(z12))
    return project(Z, U)


def g_matrix(Z):
    return np.einsum("kij,aji->ka", Z, sigma).real


def G_matrix(Z):
    return 2 * np.einsum("kij,lji->kl", Z, Z).real


def det_g(Z):
    return 4 * np.trace(Z[0] @ Z[1] @ Z[2]).imag


def circular(Z, e1, e2, n):
    v = np.linalg.eigh(np.tensordot(n, Z, 1))[1]
    Z1, Z2 = np.tensordot(e1, Z, 1), np.tensordot(e2, Z, 1)
    return [abs(v[:, 1].conj() @ (Z1 + s * 1j * Z2) @ v[:, 0]) ** 2
            for s in (1, -1)]


# Five-electron determinants and one-body operators among them
dets = list(combinations(range(10), 5))
position = {d: i for i, d in enumerate(dets)}


def five_electron(op):
    out = np.zeros((len(dets), len(dets)), complex)
    for col, occ in enumerate(dets):
        for i, q in enumerate(occ):
            rest = occ[:i] + occ[i + 1:]
            for p in range(10):
                if p in rest:
                    continue
                j = sum(a < p for a in rest)
                new = rest[:j] + (p,) + rest[j:]
                out[position[new], col] += (-1) ** (i + j) * op[p, q]
    return out


moment5 = np.array([five_electron(a) for a in moment])
axes = np.eye(3)
assert np.allclose(real_d.conj().T @ real_d, np.eye(5))

rand = rng.normal(size=(3, 3)) * 400
cases = {"A": distortion(300.0), "B": distortion(5000.0),
         "low symmetry": rand + rand.T}
n_test = np.array([1.0, 2.0, 2.0]) / 3
splitting = {}
for name, t2g in cases.items():
    Z = open_pair(t2g)
    g, G, det = g_matrix(Z), G_matrix(Z), det_g(Z)
    # time reversal removes the trace; g reproduces G and the determinant
    assert np.allclose(np.trace(Z, axis1=1, axis2=2), 0, atol=1e-9)
    assert np.allclose(g @ g.T, G, atol=1e-9)
    assert np.isclose(np.linalg.det(g), det, atol=1e-9)

    # full five-electron space: same invariants, and splitting at 1 T
    H5 = five_electron(hamiltonian(t2g))
    Z5 = project(moment5, np.linalg.eigh(H5)[1][:, :2])
    assert np.allclose(G_matrix(Z5), G, atol=1e-7)
    assert np.isclose(det_g(Z5), det, atol=1e-7)
    e = np.linalg.eigvalsh(H5 + mu_b * np.tensordot(n_test, moment5, 1))
    formula = mu_b * np.sqrt(n_test @ G @ n_test)
    # neglected terms are of relative order (Zeeman energy / level gap)^2
    assert np.isclose(e[1] - e[0], formula, rtol=1e-5)
    splitting[name] = (formula, e[1] - e[0])

    # arbitrary change of basis acts on g as a proper rotation from the right
    U = np.linalg.qr(rng.normal(size=(2, 2)) + 1j * rng.normal(size=(2, 2)))[0]
    R = np.einsum("aij,bji->ab", project(sigma, U), sigma).real / 2
    ZU = project(Z, U)
    assert np.isclose(np.linalg.det(R), 1) and np.allclose(R @ R.T, np.eye(3))
    assert np.allclose(g_matrix(ZU), g @ R, atol=1e-9)
    assert np.allclose(G_matrix(ZU), G, atol=1e-9)
    assert np.isclose(det_g(ZU), det, atol=1e-9)

    # circular polarization for a general field direction
    Q = np.linalg.qr(rng.normal(size=(3, 3)))[0]
    Q[:, 2] *= np.linalg.det(Q)
    e1, e2, n = Q.T
    wp, wm = circular(Z, e1, e2, n)
    g_n = np.sqrt(n @ G @ n)
    total = (e1 @ G @ e1 + e2 @ G @ e2
             - ((e1 @ G @ n) ** 2 + (e2 @ G @ n) ** 2) / g_n ** 2) / 2
    assert np.isclose(wp - wm, det / g_n, atol=1e-9)
    assert np.isclose(wp + wm, total, atol=1e-9)
    # reversed Zeeman matrices: same G, opposite determinant and polarization
    assert np.allclose(G_matrix(-Z), G) and np.isclose(det_g(-Z), -det)
    assert np.allclose(circular(-Z, e1, e2, n), [wm, wp], atol=1e-9)

    # precession, with time in hbar/(mu_B tesla) and moment in mu_B
    psi = np.array([0.8, 0.6 * np.exp(0.7j)])
    B = np.array([0.3, -0.5, 0.8])

    def mean_moment(t):
        phi = expm(-1j * t * np.tensordot(B, Z, 1)) @ psi
        return -np.array([(phi.conj() @ a @ phi).real for a in Z])

    step = 1e-4
    rate = (mean_moment(step) - mean_moment(-step)) / (2 * step)
    law = det * np.cross(B, np.linalg.solve(G, mean_moment(0.0)))
    assert np.allclose(rate, law, atol=1e-6)

# Cubic ion: explicit function and its time-reversed partner
up, down = np.array([1, 0]), np.array([0, 1])
xy, xz, yz = real_d[:, 0], real_d[:, 1], real_d[:, 2]
psi1 = (np.kron(xy, up) + np.kron(yz, down)
        + 1j * np.kron(xz, down)) / np.sqrt(3)
psi2 = (np.kron(xy, down) - np.kron(yz, up)
        + 1j * np.kron(xz, up)) / np.sqrt(3)
H_cubic = hamiltonian(np.zeros((3, 3)))
for psi in (psi1, psi2):
    assert np.allclose(H_cubic @ psi, (-0.4 * ten_dq + zeta) * psi, atol=1e-7)
assert np.allclose(np.linalg.eigvalsh(H_cubic)[4:6], -0.4 * ten_dq + zeta)
Z_cubic = project(moment, np.column_stack([psi1, psi2]))
Z_flip = project(moment, np.column_stack([psi1, -psi2]))
g_cubic, g_flip = g_matrix(Z_cubic), g_matrix(Z_flip)
size = (4 + g_e) / 3
assert np.allclose(g_cubic, size * np.diag([1, 1, -1]), atol=1e-9)
assert np.allclose(g_flip, -size * np.eye(3), atol=1e-9)

# Where the determinant changes sign between the two distorted cases
scan = [det_g(open_pair(distortion(d))) for d in np.linspace(300, 5000, 189)]
assert scan[0] < 0 < scan[-1]
assert np.count_nonzero(np.diff(np.sign(scan))) == 1
delta_zero = brentq(lambda d: det_g(open_pair(distortion(d))), 300, 5000,
                    xtol=1e-9)
g_zero = np.linalg.svd(g_matrix(open_pair(distortion(delta_zero))))[1]
assert g_zero[2] < 1e-6 < g_zero[1]


def row(v):
    return " ".join(f"{x + 0.0:8.4f}" for x in np.round(v, 4))


print(f"g_e = {g_e:.6f}; mu_B = {mu_b:.6f} cm^-1/T")
print(f"10Dq = {ten_dq:.0f}, zeta = {zeta:.0f} cm^-1")
print(f"eps = {eps:.0f}, tau = {tau:.0f} cm^-1")
print("Cubic, diagonal of g, basis (psi, Theta psi):", row(np.diag(g_cubic)))
print("Cubic, second function reversed:", row(np.diag(g_flip)))
print(f"Cubic: G_xx = {G_matrix(Z_cubic)[0, 0]:.4f}, "
      f"det g = {det_g(Z_cubic):.4f}")
print(f"Free spin: g_e^2 = {g_e**2:.4f}, g_e^3 = {g_e**3:.4f}")
for name in ("A", "B"):
    Z = open_pair(cases[name])
    g, G = g_matrix(Z), G_matrix(Z)
    print(f"Case {name}: delta = {cases[name][0, 0]:.0f} cm^-1")
    if name == "A":
        for k in range(3):
            print(f" Z_{'xyz'[k]}: Z11 = {Z[k, 0, 0].real + 0.0:.4f}, Re Z12 ="
                  f" {Z[k, 0, 1].real:.4f}, Im Z12 = {Z[k, 0, 1].imag:.4f}")
    for k in range(3):
        print(f" g row {'xyz'[k]}:", row(g[k]), "| G row:", row(G[k]))
    val, vec = np.linalg.eigh(G)
    for i in range(3):
        v = vec[:, i] * np.sign(vec[np.argmax(abs(vec[:, i])), i])
        print(f" |g_{i + 1}| = {np.sqrt(val[i]):.4f}, axis", row(v))
    wp, wm = circular(Z, *axes)
    print(f" det g = {det_g(Z):.4f}; g_n for n = z: {np.sqrt(G[2, 2]):.4f}")
    print(f" W+ = {wp:.4f}, W- = {wm:.4f}, W+ - W- = {wp - wm:.4f}")
    print(f" splitting, 1 T along (1,2,2)/3: {splitting[name][0]:.6f} cm^-1")
    print(f" same, 252 determinants: {splitting[name][1]:.6f} cm^-1")
print(f"det g = 0 at delta = {delta_zero:.2f} cm^-1")
print("|g_i| there:", row(g_zero))
print("verified")
```

It prints:

```
g_e = 2.002319; mu_B = 0.466864 cm^-1/T
10Dq = 30000, zeta = 1000 cm^-1
eps = 100, tau = 200 cm^-1
Cubic, diagonal of g, basis (psi, Theta psi):   2.0008   2.0008  -2.0008
Cubic, second function reversed:  -2.0008  -2.0008  -2.0008
Cubic: G_xx = 4.0031, det g = -8.0093
Free spin: g_e^2 = 4.0093, g_e^3 = 8.0279
Case A: delta = 300 cm^-1
 Z_x: Z11 = 0.0000, Re Z12 = 1.2259, Im Z12 = 0.0000
 Z_y: Z11 = -0.5969, Re Z12 = 0.0000, Im Z12 = 0.8273
 Z_z: Z11 = 0.7636, Re Z12 = -0.0000, Im Z12 = 0.0000
 g row x:   2.4518   0.0000   0.0000 | G row:   6.0113   0.0000   0.0000
 g row y:   0.0000  -1.6545  -1.1938 | G row:   0.0000   4.1626  -1.8231
 g row z:   0.0000   0.0000   1.5271 | G row:   0.0000  -1.8231   2.3322
 |g_1| = 1.0988, axis   0.0000   0.5250   0.8511
 |g_2| = 2.2994, axis   0.0000   0.8511  -0.5250
 |g_3| = 2.4518, axis   1.0000   0.0000   0.0000
 det g = -6.1949; g_n for n = z: 1.5271
 W+ = 0.1589, W- = 4.2154, W+ - W- = -4.0565
 splitting, 1 T along (1,2,2)/3: 0.649250 cm^-1
 same, 252 determinants: 0.649250 cm^-1
Case B: delta = 5000 cm^-1
 g row x:   2.3810   0.0000   0.0000 | G row:   5.6693   0.0000   0.0000
 g row y:   0.0000   2.3608  -0.0433 | G row:   0.0000   5.5751  -0.0683
 g row z:   0.0000   0.0000   1.5773 | G row:   0.0000  -0.0683   2.4878
 |g_1| = 1.5768, axis   0.0000   0.0221   0.9998
 |g_2| = 2.3615, axis   0.0000   0.9998  -0.0221
 |g_3| = 2.3810, axis   1.0000   0.0000   0.0000
 det g = 8.8660; g_n for n = z: 1.5773
 W+ = 5.6212, W- = 0.0001, W+ - W- = 5.6211
 splitting, 1 T along (1,2,2)/3: 0.951386 cm^-1
 same, 252 determinants: 0.951386 cm^-1
det g = 0 at delta = 1031.23 cm^-1
|g_i| there:   2.7526   2.5555   0.0000
verified
```
